# Nonunique equilibria of the one-phonon collision operator, part 2

A spatially uniform, nondegenerate electron gas exchanges phonons of a single energy $\omega$ with a lattice at temperature $T$, with no field. The collision operator $Q$ alone does not fix the equilibrium; the question now is which one is reached from a given initial state, and how long it can last.

The algebra uses atomic units, so $\hbar=1$; the example uses eV and ps. The occupation per state is $f(\mathbf k,t)$, with $\partial f/\partial t=Qf$, and the blocking factor $1-f'$ is replaced by 1. A prime marks a quantity taken at $\mathbf k'$. The band energy is $E(\mathbf k)\ge0$, $\beta=1/k_BT$, and the phonon occupation is

$$N=\frac{1}{e^{\beta\omega}-1}.$$

The rate from $\mathbf k$ to $\mathbf k'$ is $S(\mathbf k,\mathbf k')$, and the total scattering rate is $\lambda(\mathbf k)=\int d\mathbf k'\,S(\mathbf k,\mathbf k')$. With $M=e^{-\beta E}$ and $h=f/M$, detailed balance makes $W=S(\mathbf k,\mathbf k')M$ symmetric under exchange of $\mathbf k$ and $\mathbf k'$, and

$$Qf=\int d\mathbf k'\,W(h'-h).$$

Integrals over states split into energy shells,

$$\int d\mathbf k\,F=\int_0^\infty dx\int_{E=x}d\sigma\,F,\qquad D(x)=\int_{E=x}d\sigma,$$

where $d\sigma$ is the surface element divided by $|\nabla E|$ and $D$ is, up to a constant, the density of states.

For positive coupling, the null functions of $Q$ are $Mg(E)$ with $g(x+\omega)=g(x)$. An energy is written as $x=u+n\omega$, where the offset $0\le u<\omega$ names the ladder and $n=0,1,2,\dots$ names the rung.

If a second phonon of energy $\omega_2$ is added, at the same temperature and with positive coupling, $g$ must have both periods. If $\omega=pd$ and $\omega_2=qd$ with coprime integers $p$ and $q$, any $g$ of period $d$ remains free. If $\omega_2/\omega$ is irrational, $g$ is constant and the Maxwellian is unique up to normalization.

In the estimate for acoustic scattering, $\theta$ is the scattering angle.

### The long-time limit

Use the inner product

$$(f_1,f_2)=\int\frac{f_1f_2}{M}\,d\mathbf k .$$

Exchanging the integration variables as before, now with $h$ itself as the multiplier, gives

$$-(f,Qf)=\frac12\iint d\mathbf k\,d\mathbf k'\,W(h'-h)^2\equiv\mathcal E(f)\ge0.$$

Take as domain all $f$ for which $(f,f)$ and $\mathcal E(f)$ are finite, and assume that $\lambda$ is bounded on every finite energy interval. The domain is then dense. The form is also closed: a sequence that is Cauchy in $(f,f)+\mathcal E(f)$ has a subsequence converging almost everywhere, and Fatou's lemma carries the convergence of $\mathcal E$ to the limit. A closed nonnegative form defines a self-adjoint operator $A\ge0$. The evolution is $f(t)=e^{-At}f_0$, with $Q=-A$.

By the spectral theorem, every component of $f_0$ with positive decay rate disappears as $t\to\infty$, and what remains is the orthogonal projection of $f_0$ on the null space. Let this projection be $Mg$. The difference $f_0-Mg$ is orthogonal to $M\gamma(E)$ for every bounded $\gamma$ of period $\omega$. The factor $M$ cancels the weight $1/M$, so

$$\int(f_0-Mg)\,\gamma\,d\mathbf k=0.$$

Define the initial content of a ladder and its partition sum by

$$n(u)=\sum_n\int_{E=u+n\omega}d\sigma\,f_0,\qquad Z(u)=\sum_nD(u+n\omega)e^{-\beta(u+n\omega)}.$$

Splitting the integral into shells and then into ladders gives

$$\int_0^\omega du\,\gamma(u)\left[n(u)-g(u)Z(u)\right]=0.$$

Because $\gamma$ is arbitrary, the bracket vanishes:

$$g(u)=\frac{n(u)}{Z(u)} .$$

This is the missing information in $Qf=0$. The equilibrium reached from a given initial state is unique, but it retains the content of every ladder. The final fraction of a ladder's electrons on rung $n$ is

$$P_n(u)=\frac{D(u+n\omega)e^{-\beta n\omega}}{\sum_lD(u+l\omega)e^{-\beta l\omega}},$$

where the common factor $e^{-\beta u}$ has cancelled. Their mean energy is

$$\bar E(u)=u+\omega\sum_n nP_n(u).$$

The ordinary Maxwellian results when $n(u)$ is proportional to $Z(u)$, since $g$ is then constant.

### Limiting cases

At low temperature with $u>0$ fixed, $e^{-\beta\omega}$ tends to zero and the electrons collect on the lowest rung. Their mean energy tends to $u$, not to zero. An electron with less than one phonon energy has no emission channel left in this model.

The limit $u\to0$ at fixed temperature is different when $D\propto\sqrt E$. The ratio

$$\frac{P_1}{P_0}=\sqrt{\frac{u+\omega}{u}}\,e^{-\beta\omega}$$

then diverges, because the lowest rung has very few states. The low-temperature limit and the limit of small offset cannot be interchanged.

At high temperature, $\beta\omega\ll1$, the sum over rungs approaches an integral over energy. Then $Z(u)$ and $\bar E(u)$ lose their dependence on $u$, and for $D\propto\sqrt E$ the mean energy tends to $3k_BT/2$. The occupation can still carry a periodic factor, but the mean energy no longer shows it.

### A unique equilibrium may be approached slowly

With two phonons of incommensurate energies the null space is one-dimensional, but relaxation can still be arbitrarily slow. Consider the trial function $f_m=Me^{2\pi imE/\omega}$, with absolute squares in the inner product and in $\mathcal E$. The first phonon does not damp it. For the second phonon every allowed pair has

$$|h'-h|^2=\left|e^{2\pi im\omega_2/\omega}-1\right|^2=2\left[1-\cos(2\pi m\omega_2/\omega)\right].$$

Dividing $\mathcal E(f_m)$ by $(f_m,f_m)=\int M\,d\mathbf k$ gives

$$\frac{\mathcal E(f_m)}{(f_m,f_m)}=\left[1-\cos(2\pi m\omega_2/\omega)\right]\langle\lambda_2\rangle,$$

where $\langle\lambda_2\rangle$ is the Maxwellian average of the second scattering rate. There are arbitrarily large integers $m$ for which $m\omega_2/\omega$ is as close as desired to an integer. For such $m$ the overlap of $f_m$ with $M$ tends to zero, because the exponential oscillates rapidly. Subtracting that overlap leaves the conclusion unchanged: there is no smallest positive relaxation rate. The slow components are fine ripples in energy. Coarse averages can settle much earlier.

### Use in a solver

For a stationary solve on a grid that respects the ladders, compute $n(u)$ from the initial distribution and set $f=Mn(u)/Z(u)$. If a linear system is preferred, add one number condition per ladder. A single normalization row leaves the system singular when there is more than one ladder.

In a particle simulation without field, every electron keeps its initial $u$ through any number of phonon events. More particles or a longer run will not move electrons between ladders. If a Maxwellian is wanted from an arbitrary initial state, the model needs a process that changes $u$. With a uniform force $\mathbf F$, the drift between collisions changes the energy at the rate $\mathbf F\cdot\mathbf v$, where $\mathbf v$ is the velocity. The offset is then no longer conserved, and the stationary state is no longer given by $Qf=0$.

### Worked example

The example has rough parameters in the regime of electrons in silicon at 300 K. One phonon of 0.060 eV represents optical and intervalley scattering. The band is parabolic, with $D\propto\sqrt E$, and the coupling is constant and connects all valleys. A transition to final energy $E'$ has the rate

$$\Gamma\sqrt{E'/\omega}\times\begin{cases}N+1&\text{(emission)}\\N&\text{(absorption)}\end{cases},\qquad\Gamma=5\ \mathrm{ps}^{-1}.$$

The thermal energy is $k_BT=0.02585$ eV. Thus $\beta\omega=2.321$, $e^{-\beta\omega}=0.0982$ and

$$N=\frac{0.0982}{1-0.0982}=0.109.$$

A narrow packet is injected at 0.200 eV. Its offset is $u=0.200-3\times0.060=0.020$ eV, and it starts on rung 3. The rung energies are $0.020(1+3n)$ eV, so the unnormalized final populations are $\sqrt{1+3n}\,(0.0982)^n$:

$$1,\quad0.1964,\quad0.0255,\quad0.0030,\ \dots$$

Their sum, including the small remaining terms, is 1.225. Division gives

| Rung | Energy (eV) | Final population |
|---|---:|---:|
| 0 | 0.020 | 0.816 |
| 1 | 0.080 | 0.160 |
| 2 | 0.140 | 0.021 |
| 3 | 0.200 | 0.002 |

The average rung number is 0.210. The mean energy is therefore

$$\bar E=0.020+0.060\times0.210=0.0326\ \mathrm{eV}.$$

A Maxwellian at the same lattice temperature has $3k_BT/2=0.0388$ eV, so the ladder result is 16% lower. Converted through $2\bar E/3k_B$, it corresponds to 252 K. This is a label for the mean energy, not a temperature of the distribution: the occupations per state on neighbouring rungs still have the 300 K ratio 0.0982.

The approach to this state follows from the rate equations for the rung populations. Upward transitions from rung 0 occur at

$$5\times0.109\sqrt{0.080/0.060}=0.63\ \mathrm{ps}^{-1},$$

and downward transitions from rung 1 at

$$5\times1.109\sqrt{0.020/0.060}=3.20\ \mathrm{ps}^{-1}.$$

Their ratio is 0.196, in agreement with $P_1/P_0$. Diagonalizing the rate matrix with 25 rungs gives a slowest relaxation rate of 2.95 ps$^{-1}$, or a time of 0.34 ps. The matrix exponential gives a mean energy of 0.129 eV after 0.2 ps.

With the lattice temperature, phonon and coupling held fixed, a change of injection energy changes the final mean energy:

| Injected (eV) | Offset (eV) | Final mean (eV) | Slowest rate (ps$^{-1}$) |
|---:|---:|---:|---:|
| 0.185 | 0.005 | 0.0250 | 1.84 |
| 0.200 | 0.020 | 0.0326 | 2.95 |
| 0.235 | 0.055 | 0.0645 | 4.16 |

The last row lies above the Maxwellian mean. A nonunique equilibrium can thus look either colder or hotter than the lattice if its mean energy is read as a temperature.

### Effects left out of the example

*State filling.* Take a density of $10^{15}$ cm$^{-3}$ and a packet 0.005 eV wide. Rough longitudinal and transverse masses of 0.92 and 0.19 electron masses give the density-of-states mass $m_d=(0.92\times0.19^2)^{1/3}=0.32$. The density of states of six valleys, with spin, is

$$G(E)=\frac{6(2m_d)^{3/2}\sqrt E}{2\pi^2\hbar^3}.$$

Dividing the electron density on a rung by $G$ times the packet width gives an occupation of $6\times10^{-5}$ at injection and at most $1.6\times10^{-4}$ in the final state. Replacing $1-f'$ by 1 is adequate here.

*Nonparabolicity.* A rough parameter $\alpha=0.5$ eV$^{-1}$ changes the density of states to $\sqrt{E(1+\alpha E)}(1+2\alpha E)$, up to a constant. The final mean energy becomes 0.0336 eV, an increase of 3%. The ladders remain separate. An anisotropic mass does not connect them either, since the proof holds for any band $E(\mathbf k)$.

*Inelastic acoustic scattering.* To measure the loss of periodic structure, use $a=\langle e^{2\pi iE/\omega}\rangle$, averaged over the electrons. The optical phonon leaves $a$ unchanged. If acoustic collisions occur at a constant rate $\nu$ and gain or lose an energy $\Delta$ with equal probability, each multiplies $a$ by $\langle\cos(2\pi\Delta/\omega)\rangle$. Hence

$$\frac{da}{dt}=-\nu\left[1-\langle\cos(2\pi\Delta/\omega)\rangle\right]a.$$

This describes the early loss from a comb. Equal gain and loss at a constant rate leave out the pull towards the lattice equilibrium, so the equation takes $a$ to zero, whereas a Maxwellian with $D\propto\sqrt E$ has $a=(1-2\pi i/\beta\omega)^{-3/2}$.

For isotropic scattering of an electron with momentum $p$, the momentum transfer is $p\sqrt{2(1-\cos\theta)}$, and its root mean square is $\sqrt2\,p$. With a rough sound speed of 9000 m/s, mass $m_d$ and energy 0.0326 eV, the root-mean-square exchange is 0.0044 eV. Putting the light or heavy mass in the same isotropic formula gives 0.0034 or 0.0074 eV. For $m_d$ and a rough rate $\nu=2$ ps$^{-1}$, averaging the cosine over angle gives a loss rate of 0.21 ps$^{-1}$. This value is taken at the mean energy. If the rate grows as $\sqrt E$, the exchange follows the energy of each rung and detailed balance is kept, the average over the final rungs is about 0.25 ps$^{-1}$.

*Phonon dispersion.* Let the phonon energy have a Gaussian spread of 0.002 eV, a rough assumed value. Each optical event then multiplies $a$ by $\exp[-\frac12(2\pi\times0.002/0.060)^2]=0.978$, if successive energies are independent. The scattering rate averaged over the final populations is 1.34 ps$^{-1}$, so the loss rate is about 0.03 ps$^{-1}$.

*A second phonon.* A phonon of 0.019 eV is given the prefactor $0.1\,\Gamma$, with the same square-root dependence on final energy and its own thermal occupation. Averaged over the final rungs, its emission and absorption remove electrons from the original ladder at 0.71 ps$^{-1}$. This is an escape rate, not the decay rate of every periodic component. Since 0.060 and 0.019 eV have the common divisor 0.001 eV, a ripple of that period would survive if these two sharp phonons were the sole processes.

*Collisional broadening.* The product of $\hbar$ and the optical scattering rate is 0.006 eV at injection and 0.0004 eV on the lowest rung. At injection this is about a tenth of the phonon energy, so strictly sharp transitions are a rough description there.

### What this means for silicon

The main phonon energy, the masses and the main optical and acoustic scattering rates above are rough typical values for silicon, but the single sharp phonon is a deliberate simplification. The strength $0.1\,\Gamma$ of the 0.019 eV phonon is an assumption, and the real coupling may be several times weaker. Silicon has several intervalley phonons as well as inelastic acoustic scattering, and a working device also has a field. With these other processes present, the assumption of isolated ladders fails. If other lattice processes mix the ladders completely at zero field, the mean energy in the example moves from 0.0326 to 0.0388 eV, an increase of 19%. The escape rate of 0.71 ps$^{-1}$ found for the second phonon is an average over the final rungs. At the injection energy the same rate formula gives 2.5 ps$^{-1}$, because more final states are available there. Electrons therefore leave the ladder while they are still cooling. When the rate equations are solved with both phonons on a grid of 0.001 eV, only about half of the electrons are on the original ladder after 0.5 ps, and the mean energy is then still 0.074 eV. After 2 ps it is 0.040 eV, already close to the lattice value, and it does not pass through 0.0326 eV. With this assumed strength the one-phonon equilibrium is not reached even as a transient. A weaker second phonon leaves a clearer trace of the ladder: with $0.025\,\Gamma$, about 80% of the electrons are still on it after 0.5 ps, and the mean energy falls to 0.037 eV between 2 and 3 ps before it rises again; at 20 ps it is 0.040 eV and has not yet settled at the lattice value. This dip belongs to the model with two sharp phonons and nothing else. If inelastic acoustic scattering in detailed balance with the lattice is added, with the sound speed used above and a rate of 2 ps$^{-1}$ at 0.0326 eV growing as $\sqrt E$, the dip disappears and the mean energy approaches 0.0388 eV from above. A commonly used set of six intervalley phonons for silicon, which includes one near 0.047 eV with a prefactor of roughly $0.15\,\Gamma$, gives no dip either. Electron-electron scattering, which has not been sized, could add to the mixing. The effect of a field on the mean energy has not been computed.

For a zero-field calculation in this regime that is meant to give the lattice equilibrium, a second inelastic process should therefore be kept even when it is much weaker than the main phonon. If that process is another sharp phonon, the period it leaves free should be well below $k_BT$. With a second phonon of 0.030 eV, for instance, the period is 0.030 eV and the final mean energy in the example is 0.0413 eV, not 0.0388 eV. If the one-phonon model itself is the object of study, the ladder contents must be reported with the result, because they are part of the equilibrium.
